# When higher electrolyte conductivity makes wafer plating less uniform

**Q.** My copper comes out thick at the rim of the wafer and thin at the centre. I plan to add acid. A more conductive bath has smaller voltage differences inside it, so every part of the wafer should see the same driving force and plate at the same rate. Is there anything wrong with that?

**A.** The argument assumes that the metal is at one potential. What drives deposition at a point is the potential difference between the solution and the metal there. If the metal is thick, levelling the solution levels that difference. How thick is yours, and where is it contacted?

**Q.** It is a seed of about 20 nm, contacted all round the rim. The wafer radius is 15 cm.

**A.** With a resistivity of 2 µΩ cm, taken as independent of thickness, that is a sheet resistance $R_s=1\ \Omega$ per square. A real copper film this thin is more resistive, because electrons scatter at its surfaces and grain boundaries, so for your own wafer use a measured $R_s$. The plating current has to cross this sheet to reach the contact, so the metal is not at one potential. The resulting loss of current at the centre is the terminal effect.

Let $i(r)>0$ be the current density entering the wafer from the solution, and $\Phi(r)$ the seed potential, with $\Phi(R)=0$ at the contact. The current collected inside radius $r$ is $2\pi S(r)$, where
$$S(r)=\int_0^r i(r')\,r'\,dr'.$$
It flows outward through the circumference $2\pi r$. The sheet current per unit width is $-\Phi'/R_s$, so $2\pi r(-\Phi'/R_s)=2\pi S$, or
$$\Phi'=-\frac{R_sS}{r},\qquad \frac1r(r\Phi')'=-R_s i .\tag{1}$$
The second form follows from multiplying the first by $r$ and differentiating, with $S'=ir$. The seed potential is highest at the centre. Reduction is driven by the solution potential minus the metal potential, so the centre has the weaker drive.

**Q.** I accept that the seed is a problem. But why would a better solution not at least help a little?

**A.** Put the solution into the same balance. Take an unpolarized, equipotential anode of the wafer's radius, parallel to it at distance $L$, with insulating side walls. Suppose first that the gap is thin enough for current to cross it straight. The solution potential next to the wafer is then the anode-side potential minus $iL/\kappa$, where $\kappa$ is the conductivity.

For the kinetics take the Tafel law: the driving difference is $b\ln i$ plus a constant, with $b=R_gT/(\alpha F)$. Here $R_g$ is the gas constant, $T$ the temperature, $\alpha$ the transfer coefficient and $F$ the Faraday constant. The bath is well mixed, and the current density everywhere stays well above the exchange current density, as the Tafel law requires, and well below the limiting current. Equating the two expressions for the driving difference gives
$$\Phi+b\ln i+\frac{iL}{\kappa}=\text{constant}.$$
Differentiate and insert (1):
$$\left(\frac b i+\frac L\kappa\right)i'=\frac{R_sS}{r}.\tag{2}$$
The right side is the potential gradient produced by the seed. The bracket is the local resistance, for unit area, that opposes a change of current. The solution is part of it: it acts as a ballast resistor in series with each patch of wafer. Raising $\kappa$ removes ballast.

**Q.** But $S$ also changes when the distribution changes. Could that not undo the effect?

**A.** It has to be checked. Compare $\kappa_2>\kappa_1$ at the same mean current density $i_{av}$, so that $S_1(R)=S_2(R)=i_{av}R^2/2$.

Suppose the centre current did not fall, $i_2(0)\ge i_1(0)$. Near the centre $S\approx i(0)r^2/2$, and the bracket in (2) is smaller for bath 2, so $i_2$ rises faster and $i_2>i_1$ just outside the centre. As long as $i_2>i_1$, we have $S_2>S_1$ and still a smaller bracket, so $i_2'>i_1'$ and the lead cannot close. Then $S_2(R)>S_1(R)$, which contradicts the equal totals. Hence $i_2(0)<i_1(0)$.

For the edge, let $D=S_1-S_2$. It is positive just off the centre and zero at $R$. Let $r_0$ be the first radius beyond the centre at which $D=0$. Since $D$ arrives there from above, $D'(r_0)=r_0(i_1-i_2)\le0$, so $i_2(r_0)\ge i_1(r_0)$. If $r_0<R$, the previous argument restarts at $r_0$ with equal $S$, and again gives $S_2(R)>S_1(R)$. Therefore $r_0=R$ and $i_2(R)\ge i_1(R)$.

Equality is excluded too. It would make $i_2'(R)>i_1'(R)$, hence $i_2<i_1$ just inside the rim. Then $D'>0$ there, and $D$ would be rising to zero from below, although it is positive inside. So the centre current falls and the edge current rises, at any size of the terminal effect within this thin-gap model.

The kinetic constant dropped out of (2). At fixed mean current, a change of exchange current density alone does not alter the distribution in the Tafel regime. A change of $b$ does.

**Q.** Can you put numbers on it?

**A.** Take $L=2$ cm, $i_{av}=5$ mA/cm², $T=298.15$ K and $\alpha=0.5$. Then $b=51.39$ mV, and the charge-transfer resistance at the mean current is $R_{ct}=b/i_{av}=0.05139/0.005=10.28\ \Omega$ cm². The solution contributes $L/\kappa=2/0.05=40\ \Omega$ cm² at 0.05 S/cm, but $2/0.5=4\ \Omega$ cm² at 0.5 S/cm. In the weakly conducting bath most of the ballast is solution.

Solving (2) gives 3.05 mA/cm² at the centre and 7.45 at the edge for 0.05 S/cm, a ratio of 2.44. For 0.5 S/cm the values are 1.59 and 13.23, a ratio of 8.34.

**Q.** So the better bath makes a larger voltage drop in the seed?

**A.** No, the seed drop becomes smaller. We found $S_2<S_1$ everywhere between centre and rim, and by (1) the drop is $R_s\int_0^R(S/r)\,dr$. More current enters near the contact, so less crosses the sheet. What changes is how the drop is taken up:

- At 0.05 S/cm the seed drop is 221.9 mV: 176.0 mV is balanced by the difference in ohmic drop across the solution, and 45.9 mV by the kinetics.
- At 0.5 S/cm it is 155.6 mV: the solution balances 46.6 mV and the kinetics 109.0 mV.

The kinetic part is $b\ln(i_{edge}/i_{centre})$, so it fixes the current ratio. A smaller seed drop therefore coexists with a less uniform deposit.

**Q.** Is there a simple length that tells me when to worry?

**A.** For small deviations, replace $b/i$ by the constant $R_{ct}$. Multiply (2) by $r$ and differentiate:
$$\frac1r(ri')'=\frac{i}{\ell^2},\qquad \ell^2=\frac{R_{ct}+L/\kappa}{R_s}.$$
The solution that is regular at the centre is $i=C\,I_0(r/\ell)$, with $I_0,I_1$ modified Bessel functions. Since $\int_0^R I_0(r/\ell)\,r\,dr=R\ell\,I_1(R/\ell)$, the mean is $2C\ell I_1(R/\ell)/R$, and
$$\frac{i}{i_{av}}=\frac{R}{2\ell}\,\frac{I_0(r/\ell)}{I_1(R/\ell)},\qquad \frac{i_{edge}}{i_{centre}}=I_0(R/\ell).$$
The current penetrates inward from the contact over a distance of order $\ell$, and worry is due when $\ell$ is not much larger than $R$. Here $\ell=\sqrt{50.28/1}=7.09$ cm at 0.05 S/cm and $\sqrt{14.28/1}=3.78$ cm at 0.5 S/cm. The linear ratios are 2.47 and 11.01. The deviations are not small in either bath. The first ratio is still close to the Tafel value of 2.44. Expanding (2) in powers of $R/\ell$ shows why: at a given $\ell$, the linear and Tafel ratios first differ at the sixth power, however the ballast is divided between solution and kinetics. In the first bath $R/\ell$ is 2.1 and the difference is small. In the second it is 4.0, and the linear ratio is well off the Tafel value of 8.34.

**Q.** If I keep raising the conductivity, does the edge current grow without limit?

**A.** No, because the kinetics remain as ballast. For $\kappa\to\infty$, equation (2) becomes $b\,i'/i=R_sS/r$, or
$$\frac1r\bigl(r(\ln i)'\bigr)'=\frac{R_s}{b}\,i .$$
Try $i=i_c/(1-sr^2)^2$. Then $(\ln i)'=4sr/(1-sr^2)$, and
$$\frac1r\frac{d}{dr}\frac{4sr^2}{1-sr^2}=\frac{8s}{(1-sr^2)^2}.$$
This equals $R_si/b$ if $s=R_si_c/(8b)$. The total current fixes $i_c$:
$$S(R)=\frac{i_c}{2s}\left[\frac1{1-sR^2}-1\right]=\frac{i_cR^2}{2(1-sR^2)}=\frac{i_{av}R^2}{2}.$$
Hence $i_c=i_{av}(1-sR^2)$. Define $P=R_si_{av}R^2/(8b)$, so that $sR^2=Pi_c/i_{av}$. Then $i_c=i_{av}-Pi_c$, and
$$i_{centre}=\frac{i_{av}}{1+P},\qquad i_{edge}=\frac{i_c}{(1-sR^2)^2}=\frac{i_{av}^2}{i_c}=i_{av}(1+P).$$
In your case $P=1\times0.005\times225/(8\times0.05139)=2.74$. The limits are 1.34 mA/cm² at the centre and 18.7 at the edge, a ratio of about 14. An ideally conducting bath thus gives the worst case of this model. The limit does not need a thin gap, since the whole solution is then at one potential.

**Q.** Your gap is 2 cm, though. Current can spread sideways in the solution, and a conductive bath should help it reach the centre.

**A.** That calls for the full field. With linear kinetics it can be solved mode by mode. Write
$$i(r)=i_{av}+\sum_n i_nJ_0(k_nr),\qquad J_1(k_nR)=0,$$
where the condition on $k_n$ makes the radial field vanish at the insulating wall. Let $z$ run from the wafer to the anode. The part of the solution potential in mode $n$ obeys Laplace's equation and vanishes at the anode, so it is $A\sinh k_n(L-z)$. Current into the wafer flows towards $-z$, hence $i_n=\kappa\,\partial_z\phi_n|_0=-\kappa k_nA\cosh k_nL$, and
$$\phi_n(0)=-\frac{\tanh k_nL}{\kappa k_n}\,i_n .$$
The kinetic law for the mode is $R_{ct}i_n=\phi_n(0)-\Phi_n$, so
$$Z_ni_n=-\Phi_n,\qquad Z_n=R_{ct}+\frac{\tanh k_nL}{\kappa k_n}.\tag{3}$$

For $\Phi_n$, multiply the second form of (1) by $rJ_0(k_nr)$ and integrate by parts twice. The derivative of $J_0(k_nr)$ vanishes at $R$, so one boundary term survives:
$$R\,\Phi'(R)J_0(k_nR)-k_n^2N_n\Phi_n=-R_sN_ni_n,\qquad N_n=\tfrac12R^2J_0^2(k_nR).$$
From (1), $\Phi'(R)=-R_si_{av}R/2$. Dividing by $k_n^2N_n$ gives
$$\Phi_n=\frac{R_s}{k_n^2}\left[i_n-\frac{i_{av}}{J_0(k_nR)}\right].\tag{4}$$
Insert this into (3) and solve for the mode's contribution to the relative edge current, $e_n=i_nJ_0(k_nR)/i_{av}$:
$$e_n=\frac{R_s}{R_s+k_n^2Z_n}.$$
The edge current is $i_{av}(1+\sum e_n)$. The modes are orthogonal, so the relative variance over the wafer area is $(2/R^2)\sum N_n(i_n/i_{av})^2=\sum e_n^2$.

Sideways conduction is now included, and it does not reverse the trend. Raising $\kappa$ lowers every $Z_n$ and raises every $e_n$, so the edge current and the variance both grow. Since $\tanh(k_nL)/k_n<L$, each mode also meets less ballast than in the thin-gap model. For $R_s=0$ all $e_n$ vanish: this cell plates a perfectly conducting wafer uniformly at any finite conductivity, so the bath has no non-uniformity of its own to cure.

**Q.** That is linear kinetics again, and my deviations are large.

**A.** For the full field with Tafel kinetics I have no proof, but a numerical solution of the field, the seed and the kinetics together. For the 1 Ω seed it gives:

| $\kappa$ (S/cm) | centre (mA/cm²) | edge (mA/cm²) | rel. std (%) |
|---|---|---|---|
| 0.05 | 3.02 | 9 | 28 |
| 0.20 | 1.91 | 13.0 | 54 |
| 0.50 | 1.58 | 15.5 | 67 |
| 1.00 | 1.46 | 16.9 | 73 |

The last row lies above what sulfuric acid baths reach at room temperature and only shows the approach to the limit. The same trend was tested at a fifth conductivity and in the limit of very high conductivity. Compared with the thin gap, the centre hardly changes and the edge current is higher.

**Q.** Yet I have seen more acid improve a deposit. Was that an illusion?

**A.** It need not have been. Give the cell a fault of its own. Let a segmented anode with separate supplies impose the current density
$$i_a(r)=i_{av}\left[1+g\,\frac{J_0(k_1r)}{J_0(k_1R)}\right],$$
so that the anode current at the rim exceeds the mean by the fraction $g$. Write $k=k_1$ and $a_1=g\,i_{av}/J_0(kR)$. The first mode of the solution potential is now $A\cosh kz+B\sinh kz$. The currents at the two ends require
$$\kappa kB=i_1,\qquad \kappa k(A\sinh kL+B\cosh kL)=a_1 ,$$
and eliminating $B$ gives the potential at the wafer,
$$A=\frac{a_1}{\kappa k\sinh kL}-\frac{\coth kL}{\kappa k}\,i_1 .$$
Put this and (4) into $R_{ct}i_1=A-\Phi_1$, collect $i_1$, and multiply by $J_0(kR)/i_{av}$:
$$e_1=\frac{\dfrac{g}{\kappa k\sinh kL}+\dfrac{R_s}{k^2}}{\dfrac{\coth kL}{\kappa k}+R_{ct}+\dfrac{R_s}{k^2}} .$$
To read this, define
$$G=\frac{g}{\cosh kL},\qquad H=\frac{R_s}{R_s+k^2R_{ct}},\qquad p=\frac{\coth kL}{\kappa k},\qquad q=R_{ct}+\frac{R_s}{k^2}.$$
The first term of the numerator is $pG$ and the second is $qH$, so
$$e_1=\frac{pG+qH}{p+q}.$$
The edge excess is a weighted mean of two numbers. $G$ is what the anode pattern leaves at the wafer after smoothing across the gap. $H$ is the terminal effect in an equipotential solution. Conductivity enters through the weight $p\propto1/\kappa$ alone. Raising it moves the result steadily from $G$ towards $H$.

**Q.** So acid helps if the cell is worse than the seed?

**A.** For this mode and $0<G<1$, yes. It helps when $H<G$, that is $R_s(1-G)<Gk^2R_{ct}$, or
$$R_s<R_s^*=k^2R_{ct}\frac{G}{1-G}.$$
The critical value does not contain $\kappa$. Take $g=0.30$. With $k=0.2554$ cm⁻¹, $G=0.30/\cosh(0.511)=0.265$, and
$$R_s^*=0.0652\times10.28\times\frac{0.2647}{0.7353}=0.241\ \Omega\text{ per square},$$
which is a film of 83 nm. Going from 0.05 to 0.5 S/cm, the linear first-mode excess falls from 25.7 to 21.7 % at half the critical sheet resistance. It stays at 26.5 % at the critical value, and rises from 28.0 to 34.4 % at twice that value.

The higher modes receive nothing from this anode, so the seed alone feeds them and they grow with $\kappa$. At $R_s^*$ the total variance therefore already rises with conductivity, and its own reversal lies at a somewhat lower sheet resistance, near 0.21 Ω per square between these two baths. The edge current collects every mode and reverses much lower, near 0.09 Ω per square. Between that value and $R_s^*$, acid lowers the first mode while the current at the rim still rises.

**Q.** Does the reversal survive Tafel kinetics?

**A.** It does in the two cases computed with this anode pattern. For a 1000 nm film, 0.02 Ω per square, the relative standard deviation falls from 24.8 to 16.8 % when the conductivity goes from 0.05 to 0.5 S/cm. For your 20 nm seed it rises from 32.6 to 60.3 %. The cell, the anode pattern and the change of bath are the same; the film thickness decides the sign.

A wafer can therefore cross from one regime to the other while it is being plated. The formulas describe a snapshot with uniform $R_s$. Following the growth would require a sheet resistance that varies with radius, since the rim thickens first.

**Q.** Could I use the anode against the seed, by sending more current to the centre?

**A.** Yes. That is $g<0$, hence $G<0$, while $H$ stays positive. The weighted mean then passes through zero where $p|G|=qH=R_s/k^2$, which means
$$\kappa_0=\frac{|G|\,k\coth kL}{R_s}.$$
At this conductivity the first mode cancels within linear kinetics. Below it the mode is centre-heavy, above it edge-heavy. The higher modes remain, and as $R_s$ falls during growth, $\kappa_0$ rises, so a fixed setting does not stay matched.

**Q.** Then for the thin seed I should use less acid. What does it cost, and when would your argument fail?

**A.** It costs voltage. The mean ohmic drop across the gap, $i_{av}L/\kappa$, is 200 mV at 0.05 S/cm against 20 mV at 0.5 S/cm.

The argument also holds the kinetics fixed. If the change of acid alters $b$, that effect must be added.

The more serious limit is mass transport. The comparison proof needs a local kinetic resistance that does not increase with current. Tafel kinetics satisfy this, since $b/i$ falls. They hold only where $i$ is far above the exchange current density $i_0$, and the centre here drops to about 1.5 mA/cm². With the dissolution branch included (transfer coefficients 0.5 and 1.5) the kinetic resistance rises with current up to about $1.5\,i_0$, so the proof does not cover that range. The numbers above need $i_0$ well below 1 mA/cm²; for $i_0=3$ mA/cm² the trend is the same, but the centre current at 0.5 S/cm is about 0.6 instead of 1.58 mA/cm². Near a limiting current $i_L$, depletion adds an overpotential of the form $-b_c\ln(1-i/i_L)$ with $b_c>0$. Its slope $b_c/(i_L-i)$ grows with $i$, and the proof no longer applies. With a mean of 5 mA/cm², the conductive bath already draws more than 15 mA/cm² at the rim, so it is this edge value, not the mean, that must stay well below $i_L$.

Before changing the bath, then, ask whether the cell or the seed is the larger fault at the $R_s$ of the film you have at that moment. The formula for $R_s^*$ was derived for the first mode of a current pattern imposed by the anode, with linear kinetics. For other cell faults, or when the rim current rather than the first mode is what matters, it is only a rough guide. With a uniform equipotential anode, as in the first cell, there is no fault for acid to cure. With the pattern $g=0.30$, $R_s^*=0.241\ \Omega$ per square lies between the 1 Ω of your seed and the 0.02 Ω of the 1000 nm film.

## Table of computed values

```
wafer radius 15.0 cm, gap 2.0 cm, mean current 5.0 mA/cm2
temperature 298.15 K, transfer coefficient 0.5
Tafel slope per e-fold b = 51.39 mV
charge-transfer resistance Rct = 10.28 ohm cm2
film resistivity 2.0 micro-ohm cm
sheet resistance 1.00 ohm/sq = film of 20 nm
sheet resistance 0.02 ohm/sq = film of 1000 nm
Thin gap, linear kinetics, seed 1 ohm/sq:
 kappa 0.05 S/cm: L/kappa 40.0 ohm cm2, length ell 7.09 cm, edge/centre 2.47
 kappa 0.50 S/cm: L/kappa 4.0 ohm cm2, length ell 3.78 cm, edge/centre 11.01
Thin gap, Tafel, seed 1 ohm/sq: centre, edge (mA/cm2), edge/centre
 kappa 0.05 S/cm: 3.048, 7.45, 2.44
 kappa 0.10 S/cm: 2.389, 8.88, 3.72
 kappa 0.20 S/cm: 1.919, 10.66, 5.55
 kappa 0.50 S/cm: 1.586, 13.23, 8.34
 kappa 1.00 S/cm: 1.466, 15.02, 10.25
Thin gap, Tafel, centre-to-edge voltages (mV): seed, kinetic, ohmic
 kappa 0.05 S/cm: 221.9, 45.9, 176.0
 kappa 0.50 S/cm: 155.6, 109.0, 46.6
Infinite conductivity: P = 2.737, centre 1.338 mA/cm2, edge 18.68 mA/cm2, edge/centre 13.96
Full field, Tafel, seed 1 ohm/sq: centre, edge (mA/cm2), rel. std (%)
 kappa 0.05 S/cm: 3.018, 8.93, 28.2
 kappa 0.10 S/cm: 2.373, 10.86, 41.0
 kappa 0.20 S/cm: 1.913, 13.00, 53.7
 kappa 0.50 S/cm: 1.583, 15.52, 66.9
 kappa 1.00 S/cm: 1.464, 16.85, 73.4
mean ohmic drop across gap: 200 mV at 0.05 S/cm, 20 mV at 0.5 S/cm
Anode pattern: edge excess g = 0.30, k1 = 0.2554 1/cm, G = 0.2647
critical sheet resistance Rs* = 0.2414 ohm/sq, film 83 nm
First-mode edge excess (%), linear kinetics, kappa 0.05 and 0.50 S/cm:
 Rs = 0.0 Rs*: 24.93, 16.36
 Rs = 0.5 Rs*: 25.71, 21.74
 Rs = 1.0 Rs*: 26.47, 26.47
 Rs = 2.0 Rs*: 27.95, 34.40
Same anode pattern, Tafel: centre, edge (mA/cm2), rel. std (%)
 seed 0.02 ohm/sq, kappa 0.05 S/cm: 2.056, 6.31, 24.8
 seed 0.02 ohm/sq, kappa 0.50 S/cm: 3.116, 5.99, 16.8
 seed 1.00 ohm/sq, kappa 0.05 S/cm: 1.860, 8.99, 32.6
 seed 1.00 ohm/sq, kappa 0.50 S/cm: 1.722, 14.65, 60.3
```
